# Vapour flux at the bottom of a long trench: verification in Python

```python
"""
Result under test: isotropic vapour with unit sticking gives the floor centre
of a long trench the fraction 1/sqrt(1 + 4 A^2) of the open-surface flux.
A = depth / width. For A = 2 this is about 24 percent.
Isotropic means equal intensity per solid angle and per area normal to the beam.
Lengths in the geometric tests are in trench widths; the example uses nm.
The later parts size effects that this simple model neglects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad, solve_ivp

rng = np.random.default_rng(12345)


def floor_formula(aspect, x):
    """Relative flux at floor position x, with walls at x = 0 and x = 1."""
    return 0.5 * (x / np.hypot(x, aspect) + (1 - x) / np.hypot(1 - x, aspect))


def floor_by_area(aspect, x, half_length=np.inf):
    """Sum the isotropic flux through every area element of the opening."""
    def kernel(y, u):
        return aspect**2 / (np.pi * ((u - x)**2 + y**2 + aspect**2)**2)
    return dblquad(kernel, 0, 1, -half_length, half_length)[0]


# Direct flux on floor and walls.
for trial_aspect, trial_x in [(0.5, 0.5), (2.0, 0.5), (2.0, 0.2), (4.0, 0.5)]:
    assert abs(floor_by_area(trial_aspect, trial_x)
               - floor_formula(trial_aspect, trial_x)) < 1e-6

width, depth, length = 50.0, 100.0, 1000.0  # nm
aspect = depth / width
center = 1 / np.sqrt(1 + 4 * aspect**2)
center_area = floor_by_area(aspect, 0.5)
assert abs(center - center_area) < 1e-6
assert abs(center - 0.24) < 0.005
phi = np.arctan(1 / (2 * aspect))
corner = floor_formula(aspect, 0.0)
floor_mean = np.sqrt(1 + aspect**2) - aspect
assert abs(quad(lambda x: floor_formula(aspect, x), 0, 1)[0] - floor_mean) < 1e-9


def wall_formula(d):
    return 0.5 * (1 - d / np.hypot(d, 1))


for d in (0.5, 1.0, aspect):
    wall_area = dblquad(lambda y, u: u * d / (np.pi * (u*u + y*y + d*d)**2),
                        0, 1, -np.inf, np.inf)[0]
    assert abs(wall_area - wall_formula(d)) < 1e-6
wall_total = 2 * quad(wall_formula, 0, aspect)[0]
assert abs(wall_total + floor_mean - 1) < 1e-9

# Solid angle without the cosine, and a round hole, are different quantities.
solid_fraction = 2 * phi / np.pi
solid_area = dblquad(
    lambda y, u: aspect / (2*np.pi*((u-0.5)**2 + y*y + aspect**2)**1.5),
    0, 1, -np.inf, np.inf)[0]
assert abs(solid_fraction - solid_area) < 1e-6
hole = 1 / (1 + 4 * aspect**2)
hole_area = quad(lambda r: 2*r*aspect**2/(r*r + aspect**2)**2, 0, 0.5)[0]
assert abs(hole - hole_area) < 1e-9


def trace_floor_arrivals(sticking, count):
    """Three-dimensional cosine-law flights, projected on the cross-section."""
    x = rng.random(count)
    z = np.full(count, aspect)
    u = rng.random(count)
    azimuth = 2 * np.pi * rng.random(count)
    vx, vz = np.sqrt(u) * np.cos(azimuth), -np.sqrt(1 - u)
    arrivals = 0
    while x.size:
        time_x = np.where(vx > 0, 1 - x, x) / np.maximum(abs(vx), 1e-15)
        time_z = np.where(vz > 0, aspect - z, z) / np.maximum(abs(vz), 1e-15)
        hits_wall = time_x < time_z
        hits_floor = (~hits_wall) & (vz < 0)
        arrivals += hits_floor.sum()
        step = np.minimum(time_x, time_z)
        x, z = x + vx * step, z + vz * step
        keep = (hits_wall | hits_floor) & (rng.random(x.size) > sticking)
        x, z = x[keep], z[keep]
        on_wall, on_floor = hits_wall[keep], hits_floor[keep]
        inward = -np.sign(vx[keep])
        x = np.where(on_wall, np.where(inward > 0, 0.0, 1.0), x)
        z = np.where(on_floor, 0.0, z)
        u = rng.random(x.size)
        azimuth = 2 * np.pi * rng.random(x.size)
        normal_part = np.sqrt(1 - u)
        tangent_part = np.sqrt(u) * np.cos(azimuth)
        vx = np.where(on_wall, inward * normal_part, tangent_part)
        vz = np.where(on_wall, tangent_part, normal_part)
    return arrivals / count


ray_count = 400000
ray_mean = trace_floor_arrivals(1.0, ray_count)
assert abs(ray_mean - floor_mean) < 0.004  # over five standard errors

# Incomplete sticking: flux balance on small strips of floor and walls.
floor_edges = np.linspace(0, 1, 52)
wall_edges = np.linspace(0, aspect, 101)
starts, ends, normals = [], [], []
for a, b in zip(floor_edges[:-1], floor_edges[1:]):
    starts.append((a, 0)); ends.append((b, 0)); normals.append((0, 1))
for side, inward_x in ((0, 1), (1, -1)):
    for a, b in zip(wall_edges[:-1], wall_edges[1:]):
        starts.append((side, a)); ends.append((side, b))
        normals.append((inward_x, 0))
starts, ends, normals = map(lambda q: np.array(q, float),
                            (starts, ends, normals))
middles = (starts + ends) / 2
tangents = np.column_stack((-normals[:, 1], normals[:, 0]))


def view_fraction(a, b):
    """Cosine-weighted share of each strip's view filled by segments a-b."""
    va = a[None, :, :] - middles[:, None, :]
    vb = b[None, :, :] - middles[:, None, :]
    sa = np.sum(va * tangents[:, None, :], axis=2) / np.linalg.norm(va, axis=2)
    sb = np.sum(vb * tangents[:, None, :], axis=2) / np.linalg.norm(vb, axis=2)
    height = np.sum((va + vb) * normals[:, None, :], axis=2) / 2
    return np.where(height > 1e-10, abs(sa - sb) / 2, 0)


exchange = view_fraction(starts, ends)
sky = view_fraction(np.array([[0.0, aspect]]), np.array([[1.0, aspect]]))[:, 0]


def strip_flux(sticking):
    return np.linalg.solve(np.eye(len(sky)) - (1-sticking)*exchange, sky)


assert np.max(abs(strip_flux(0.0) - 1)) < 1e-8
sticking = 0.9
flux_sticking = strip_flux(sticking)
center_sticking = flux_sticking[25]
ray_sticking = trace_floor_arrivals(sticking, ray_count)
assert abs(ray_sticking - flux_sticking[:51].mean()) < 0.004

# Gas above an absorbing surface makes the arriving intensity forward-peaked.
center_gas = np.sin(phi)/2 + (phi + np.sin(phi)*np.cos(phi))/np.pi


def gas_kernel(y, u):
    r2 = (u - 0.5)**2 + y*y + aspect**2
    intensity = (2/3 + aspect/np.sqrt(r2)) / (4*np.pi/3)
    return intensity * aspect**2 / r2**2


gas_area = dblquad(gas_kernel, 0, 1, -np.inf, np.inf)[0]
assert abs(center_gas - gas_area) < 1e-6
optical_height = np.full(100000, 4.0)  # in mean free paths
accepted_sum = 0.0
while optical_height.size:
    mu = 2 * rng.random(optical_height.size) - 1
    optical_height = optical_height - mu*rng.exponential(size=mu.size)
    landed = optical_height < 0
    cos_landed = mu[landed]
    tan_landed = np.sqrt(1-cos_landed**2) / cos_landed
    ratio = 1 / (2*aspect*np.maximum(tan_landed, 1e-15))
    accepted_sum += np.sum(2/np.pi*np.arcsin(np.minimum(1, ratio)))
    optical_height = optical_height[~landed]
    optical_height = np.where(optical_height > 8,
                              abs(16-optical_height), optical_height)
center_random_flight = accepted_sum / 100000
# The linear intensity law is approximate; sampling error is about 0.001.
assert abs(center_random_flight - center_gas) < 0.008

# Film growth on an isolated edge, tested against flux on tilted facets.
theta = (np.arange(400) + 0.5) * np.pi / 800
azimuth = (np.arange(400) + 0.5) * 2*np.pi / 400
th, az = np.meshgrid(theta, azimuth, indexing="ij")
for alpha in (0.2, 0.8, 1.4):
    projection = np.sin(alpha)*np.sin(th)*np.cos(az) + np.cos(alpha)*np.cos(th)
    facet_flux = np.sum(np.maximum(projection, 0)*np.sin(th))
    facet_flux *= (np.pi/800)*(2*np.pi/400)/np.pi

    def arc_point(t):
        return np.array([t/2*np.sin(alpha), t/2 + t/2*np.cos(alpha)])

    speed = (arc_point(1.001)-arc_point(0.999))/0.002
    normal_speed = speed @ np.array([np.sin(alpha), np.cos(alpha)])
    assert abs(normal_speed - facet_flux) < 1e-3


def narrowed_view(field_film, floor_film):
    radius = field_film / 2
    rise = depth + radius - floor_film
    return np.sin(np.arctan2(width/2, rise)
                  - np.arcsin(radius/np.hypot(width/2, rise)))


field_rate, field_film = 0.1, 5.0  # nm/s, nm
deposition_time = field_film / field_rate
floor_rate = center * field_rate
floor_film = center * field_film
growth = solve_ivp(lambda t, z: [narrowed_view(t, z[0])],
                   (0, field_film), [0.0], rtol=1e-9, atol=1e-11)
floor_film_lip = growth.y[0, -1]
center_lip_end = narrowed_view(field_film, floor_film_lip)
arc_angles = np.linspace(0, np.pi/2, 20001)
arc_x = width/2 - field_film/2*np.sin(arc_angles)
arc_z = depth + field_film/2*(1+np.cos(arc_angles))
brute_view = np.min(np.sin(np.arctan2(arc_x, arc_z-floor_film_lip)))
assert abs(brute_view - center_lip_end) < 1e-6

# Finite length, gas collisions in the trench and surface diffusion.
center_finite = floor_by_area(aspect, 0.5, length/(2*width))
temperature, pressure_mtorr, collision_diameter = 400.0, 10.0, 0.4
pressure = pressure_mtorr * 1e-3 * const.torr
mean_free_path = const.k*temperature / (
    np.sqrt(2)*np.pi*(collision_diameter*1e-9)**2*pressure)
velocity_a = rng.normal(size=(200000, 3))
velocity_b = rng.normal(size=(200000, 3))
speed_ratio = (np.linalg.norm(velocity_a-velocity_b, axis=1).mean()
               / np.linalg.norm(velocity_a, axis=1).mean())
assert abs(speed_ratio - np.sqrt(2)) < 0.01
collision_share = depth*1e-9/mean_free_path
assert collision_share < 1e-3

hop_length, attempt_rate, barrier = 0.25, 1e13, 0.9  # nm, 1/s, eV
thermal_energy = const.k*temperature/const.e
burial_time = hop_length/floor_rate
hop_rate = attempt_rate*np.exp(-barrier/thermal_energy)
displacement = hop_length*np.sqrt(hop_rate*burial_time/2)
critical_barrier = thermal_energy*np.log(
    attempt_rate*burial_time*hop_length**2/(2*(width/2)**2))
hops = rng.integers(0, 4, size=(20000, 100))
walk_x = np.sum((hops == 0).astype(int)-(hops == 1).astype(int), axis=1)
assert abs(np.mean(walk_x**2)-50) < 3
assert displacement < width/2


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


def change(value, reference=center):
    return 100*(value/reference-1)


show("Trench width", width, "nm", 0)
show("Trench depth", depth, "nm", 0)
show("Trench length", length, "nm", 0)
show("Aspect ratio", aspect, "(no unit)", 1)
show("Edge angle at floor centre", np.degrees(phi), "degrees", 2)
show("Centre/open flux, formula", center, "(no unit)")
show("Centre/open flux, area integral", center_area, "(no unit)")
show("Centre/open flux", 100*center, "percent", 2)
show("Floor-corner/open flux", corner, "(no unit)")
show("Floor-mean/open flux, formula", floor_mean, "(no unit)")
show("Floor-mean/open flux, rays", ray_mean, "(no unit)")
show("Share of entering atoms on both walls", wall_total, "(no unit)")
show("Wall-foot/open flux", wall_formula(aspect), "(no unit)")
show("Visible solid-angle fraction", solid_fraction, "(no unit)")
show("Round-hole centre/open flux", hole, "(no unit)")
show("Field growth rate", field_rate, "nm/s", 2)
show("Deposition time", deposition_time, "s", 0)
show("Field film", field_film, "nm", 1)
show("Initial floor-centre growth rate", floor_rate, "nm/s")
show("Floor film, fixed geometry", floor_film, "nm", 3)
show("Floor film, growing lips", floor_film_lip, "nm", 3)
show("Thickness change from lips", change(floor_film_lip, floor_film),
     "percent", 1)
show("Final centre/open flux with lips", center_lip_end, "(no unit)")
show("Final flux change from lips", change(center_lip_end), "percent", 1)
show("Centre/open flux, gas angular law", center_gas, "(no unit)")
show("Same, random flights", center_random_flight, "(no unit)")
show("Change from gas angular law", change(center_gas), "percent", 1)
show("Trial sticking probability", sticking, "(no unit)", 1)
show("Centre/open flux at this sticking", center_sticking, "(no unit)")
show("Change from incomplete sticking", change(center_sticking), "percent", 1)
show("Centre/open flux, finite length", center_finite, "(no unit)")
show("Change from finite length", change(center_finite), "percent", 2)
show("Gas and surface temperature", temperature, "K", 0)
show("Gas pressure", pressure_mtorr, "mTorr", 0)
show("Collision diameter", collision_diameter, "nm", 1)
show("Mean free path", mean_free_path*1e3, "mm", 2)
print(f"Trench depth/mean free path: {collision_share:.2e} (no unit)")
show("Surface hop length", hop_length, "nm", 2)
print(f"Surface attempt rate: {attempt_rate:.1e} 1/s")
show("Surface hop barrier", barrier, "eV", 2)
show("Time to bury one layer", burial_time, "s", 1)
show("Rms displacement across trench", displacement, "nm", 2)
show("Barrier for half-width displacement", critical_barrier, "eV", 3)
print("verified")
```

It prints:

```
Trench width: 50 nm
Trench depth: 100 nm
Trench length: 1000 nm
Aspect ratio: 2.0 (no unit)
Edge angle at floor centre: 14.04 degrees
Centre/open flux, formula: 0.2425 (no unit)
Centre/open flux, area integral: 0.2425 (no unit)
Centre/open flux: 24.25 percent
Floor-corner/open flux: 0.2236 (no unit)
Floor-mean/open flux, formula: 0.2361 (no unit)
Floor-mean/open flux, rays: 0.2358 (no unit)
Share of entering atoms on both walls: 0.7639 (no unit)
Wall-foot/open flux: 0.0528 (no unit)
Visible solid-angle fraction: 0.1560 (no unit)
Round-hole centre/open flux: 0.0588 (no unit)
Field growth rate: 0.10 nm/s
Deposition time: 50 s
Field film: 5.0 nm
Initial floor-centre growth rate: 0.0243 nm/s
Floor film, fixed geometry: 1.213 nm
Floor film, growing lips: 1.147 nm
Thickness change from lips: -5.4 percent
Final centre/open flux with lips: 0.2162 (no unit)
Final flux change from lips: -10.9 percent
Centre/open flux, gas angular law: 0.2741 (no unit)
Same, random flights: 0.2747 (no unit)
Change from gas angular law: 13.0 percent
Trial sticking probability: 0.9 (no unit)
Centre/open flux at this sticking: 0.2540 (no unit)
Change from incomplete sticking: 4.7 percent
Centre/open flux, finite length: 0.2417 (no unit)
Change from finite length: -0.33 percent
Gas and surface temperature: 400 K
Gas pressure: 10 mTorr
Collision diameter: 0.4 nm
Mean free path: 5.83 mm
Trench depth/mean free path: 1.72e-05 (no unit)
Surface hop length: 0.25 nm
Surface attempt rate: 1.0e+13 1/s
Surface hop barrier: 0.90 eV
Time to bury one layer: 10.3 s
Rms displacement across trench: 3.84 nm
Barrier for half-width displacement: 0.771 eV
verified
```
